# Leading Barrett Minimum Yield of Silicon along ⟨110⟩: a program that tests the result

```python
"""
Result under test: the leading Barrett minimum yield of an aligned ion beam,
    chi = 18.8 * N * d * u**2,
is about 2.2 percent for silicon <110>.
N: atomic density; d: spacing of atoms in a row; u: one-dimensional rms
thermal displacement. Lengths are in angstrom and energies in eV.
The independent road is a trajectory simulation of 2 MeV helium ions with
Moliere impulses from thermally displaced atoms; it contains no Barrett
coefficient.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import k0, k1

# Inputs
u = 0.078
d = 3.84
barrett_coefficient = 18.8
energy = 2.0e6
z_ion, z_atom = 2, 14
lattice = const.value("lattice parameter of silicon") * 1e10
density = 8 / lattice**3

# Explicit diamond crystal, projected along [110]
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
cells = np.array(list(itertools.product(range(-2, 3), repeat=3)))
atoms = lattice * (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
across_x = (atoms[:, 0] - atoms[:, 1]) / np.sqrt(2)
across_y = atoms[:, 2]
along = (atoms[:, 0] + atoms[:, 1]) / np.sqrt(2)
on_axis = (abs(across_x) < 1e-6) & (abs(across_y) < 1e-6)
gaps = np.diff(np.sort(along[on_axis]))
spacing = gaps.mean()
assert np.allclose(gaps, spacing)
assert abs(spacing - d) < 0.005
width, height = lattice / np.sqrt(2), lattice
fractions = np.column_stack(
    [across_x / width, across_y / height, along / spacing])
rows = np.unique(np.round(fractions % 1, 6) % 1, axis=0)
assert len(rows) == 4
row_area = width * height / len(rows)
assert abs(row_area * density * spacing - 1) < 1e-6
planes = [rows[np.isclose(rows[:, 2], level)][:, :2] * [width, height]
          for level in (0.0, 0.5)]
assert all(len(plane) == 2 for plane in planes)

# Leading Barrett value
row_factor = density * d * u**2
chi_leading = barrett_coefficient * row_factor
assert round(100 * chi_leading, 1) == 2.2

# Continuum estimate: flux near a row averaged over thermal displacement
r0 = 1 / np.sqrt(np.pi * density * d)


def thermal_flux(r):
    radial_weight = r / u**2 * np.exp(-r**2 / (2 * u**2))
    return -np.log1p(-r**2 / r0**2) * radial_weight


chi_continuum_quad = quad(thermal_flux, 0, 10 * u)[0]
chi_continuum = 2 * np.pi * row_factor
# The neglected next term is of relative size 2*u**2/r0**2, below 1 percent.
assert abs(chi_continuum_quad / chi_continuum - 1) < 0.02

# Moliere interaction and impulse table
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10
bohr = const.value("Bohr radius") * 1e10
screening = 0.8853 * bohr / z_atom**(1 / 3)
weights = np.array([0.1, 0.55, 0.35])
decays = np.array([6.0, 1.2, 0.3])
table_step = 0.001
table_r = (np.arange(12000) + 0.5) * table_step
scaled = table_r[:, None] * decays / screening
impulse_table = (z_ion * z_atom * coulomb / energy
                 * (weights * scaled * k1(scaled)).sum(axis=1))


def impulse(dx, dy):
    """Small-angle deflection for a vector from atom to ion."""
    r2 = np.maximum(dx * dx + dy * dy, 1e-6)
    index = (np.sqrt(r2) / table_step).astype(np.int64)
    scale = impulse_table[index] / r2
    return scale * dx, scale * dy


def simulate(amplitude, side, seed, tilt=0.0, ring=None, far_images=False,
             start=500.0, stop=1500.0):
    """Yield per ion in the shallow and deep halves of the depth window.

    ring = (inner, outer) tilt in degrees spreads the ions evenly over an
    annulus of transverse directions; otherwise all ions share one tilt.
    """
    rng = np.random.default_rng(seed)
    n = side * side
    ix, iy = np.divmod(np.arange(n), side)
    x = (ix + rng.random(n)) / side * width
    y = (iy + rng.random(n)) / side * height
    if ring is None:
        azimuth = np.full(n, np.radians(41.0))
        slope = np.full(n, np.tan(np.radians(tilt)))
    else:
        inner, outer = np.tan(np.radians(ring))**2
        azimuth = 2 * np.pi * rng.random(n)
        slope = np.sqrt(inner + (outer - inner) * rng.random(n))
    tx = slope * np.cos(azimuth)
    ty = slope * np.sin(azimuth)
    half = spacing / 2
    sums = np.zeros((2, n))
    counts = np.zeros(2)
    norm = width * height / 2 / (2 * np.pi * amplitude**2)
    for layer in range(int(stop / half)):
        depth = layer * half
        kick_x, kick_y = np.zeros(n), np.zeros(n)
        score = np.zeros(n)
        for site_x, site_y in planes[layer % 2]:
            dx, dy = x - site_x, y - site_y
            dx -= width * np.rint(dx / width)
            dy -= height * np.rint(dy / height)
            if depth >= start:
                score += np.exp(-(dx*dx + dy*dy) / (2 * amplitude**2))
            shift = amplitude * rng.standard_normal((2, n))
            px, py = impulse(dx - shift[0], dy - shift[1])
            kick_x += px
            kick_y += py
            if far_images:
                for fx, fy in ((dx - np.copysign(width, dx), dy),
                               (dx, dy - np.copysign(height, dy))):
                    px, py = impulse(fx, fy)
                    kick_x += px
                    kick_y += py
        if depth >= start:
            part = int(depth >= (start + stop) / 2)
            sums[part] += norm * score
            counts[part] += 1
        tx += kick_x
        ty += kick_y
        x += half * tx
        y += half * ty
    return sums / counts[:, None]


def mean_error(samples):
    per_ion = samples.mean(axis=0)
    return per_ion.mean(), per_ion.std(ddof=1) / np.sqrt(per_ion.size)


# An even spread of directions balances planar dips and shoulders.
random_yield, random_error = mean_error(
    simulate(u, 80, 11, ring=(6.0, 10.0), start=0.0, stop=600.0))
assert abs(random_yield - 1) < 0.06

# One fixed direction close to a {335} plane, for comparison
fixed_yield, fixed_error = mean_error(
    simulate(u, 50, 11, tilt=8.0, start=0.0, stop=600.0))
fixed_slope = np.tan(np.radians(8.0))
slope_x = fixed_slope * np.cos(np.radians(41.0))
slope_y = fixed_slope * np.sin(np.radians(41.0))
beam = np.array([1 + slope_x, 1 - slope_x, np.sqrt(2) * slope_y])
plane_index = np.array([3, -3, -5])
plane_angle = np.arcsin(abs(beam @ plane_index)
                        / np.linalg.norm(beam) / np.linalg.norm(plane_index))
wave2 = (2 * np.pi / lattice)**2 * (plane_index @ plane_index)
structure = abs(np.exp(2j * np.pi * basis @ plane_index).mean())
harmonic = (4 * np.pi * density * z_ion * z_atom * coulomb * structure
            * (weights / (wave2 + (decays / screening)**2)).sum()
            * np.exp(-wave2 * u**2 / 2))
plane_barrier = 4 * harmonic
plane_energy = energy * plane_angle**2

near_yield, near_error = mean_error(simulate(u, 100, 21))
wide_samples = simulate(u, 100, 22, far_images=True)
sim_yield, sim_error = mean_error(wide_samples)
shallow, deep = wide_samples.mean(axis=1)
image_shift = sim_yield - near_yield
assert abs(image_shift) < 4 * np.hypot(near_error, sim_error)

# Energy-dependent factor of the full Barrett expression
psi_1 = np.sqrt(2 * z_ion * z_atom * coulomb / (energy * d))
string_sum = (weights * k0(decays * 1.2 * u / screening)).sum()
psi_half = np.degrees(0.80 * np.sqrt(string_sum) * psi_1)
zeta = 126 * u / (psi_half * d)
full_factor = np.sqrt(1 + zeta**-2)
chi_full = chi_leading * full_factor

# A global fit, finite depth and sampling noise justify a 35 percent band.
assert abs(sim_yield / chi_full - 1) < 0.35
assert sim_yield > 2 * chi_continuum

double_yield, double_error = mean_error(simulate(2 * u, 65, 31))
exponent = np.log2(double_yield / near_yield)
assert abs(exponent - 2) < 0.5

tilt_angle = 0.3
tilt_yield, tilt_error = mean_error(simulate(u, 65, 41, tilt=tilt_angle))
assert tilt_yield > near_yield + 2 * np.hypot(tilt_error, near_error)

# Debye vibration model matched to the given amplitude at 300 K
mass = 28.0855 * const.atomic_mass


def debye_amplitude(temperature, theta):
    integral = quad(lambda y: y / np.tanh(theta * y / (2 * temperature)),
                    1e-10, 1)[0]
    square = 3 * const.hbar**2 / (2 * mass * const.k * theta) * integral
    return np.sqrt(square) * 1e10


theta = brentq(lambda value: debye_amplitude(300, value) - u, 200, 1200)
classical = np.sqrt(3 * const.hbar**2 * 10 * theta
                    / (mass * const.k * theta**2)) * 1e10
assert abs(debye_amplitude(10 * theta, theta) / classical - 1) < 0.01
u_hot = debye_amplitude(600, theta)
chi_hot = barrett_coefficient * density * d * u_hot**2
chi_u_high = barrett_coefficient * density * d * (u + 0.005)**2

# Upper estimate of transverse energy gained from electrons over 100 nm
stopping = 250.0  # rough value in eV/nm
helium_mass = const.value("alpha particle mass")
electron_gain = const.m_e / helium_mass * stopping * 100
critical_energy = energy * np.radians(psi_half)**2
assert electron_gain < 0.1 * critical_energy


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Lattice parameter a", lattice, "angstrom", 5)
show("Row spacing from explicit crystal", spacing, "angstrom")
show("Row spacing d used", d, "angstrom")
show("Vibration amplitude u", u, "angstrom")
show("Atomic density N", density, "angstrom^-3")
show("Area per row", row_area, "angstrom^2")
show("Radius r0 of area per row", r0, "angstrom")
show("u squared", u**2, "angstrom^2")
show("N d u^2", row_factor, "(dimensionless)")
show("Barrett coefficient", barrett_coefficient, "")
show("Leading minimum yield", chi_leading, "(fraction)")
show("Leading minimum yield", 100 * chi_leading, "percent", 3)
show("Continuum coefficient 2 pi", 2 * np.pi, "", 3)
show("Continuum yield, formula", 100 * chi_continuum, "percent", 3)
show("Continuum yield, quadrature", 100 * chi_continuum_quad, "percent", 3)
show("Helium energy", energy / 1e6, "MeV")
show("Screening length", screening, "angstrom", 3)
show("Characteristic angle psi_1", np.degrees(psi_1), "degree", 3)
show("Half-angle psi_half", psi_half, "degree", 3)
show("zeta", zeta, "", 3)
show("Full Barrett factor", full_factor, "")
show("Full Barrett yield", 100 * chi_full, "percent", 3)
show("Simulated random yield, ring average", random_yield, "(fraction)", 3)
show("Its statistical error", random_error, "(fraction)", 2)
show("Yield at one fixed 8 degree tilt", fixed_yield, "(fraction)", 3)
show("Its statistical error", fixed_error, "(fraction)", 2)
show("Its angle to a {335} plane", np.degrees(plane_angle), "degree", 2)
show("Transverse energy to that plane", plane_energy, "eV", 2)
show("Planar barrier, first harmonic", plane_barrier, "eV", 2)
show("Simulated aligned yield, 50-150 nm", 100 * sim_yield, "percent", 3)
show("Its statistical error", 100 * sim_error, "percent", 2)
show("Simulated coefficient, yield/(N d u^2)", sim_yield / row_factor, "", 3)
show("Yield with nearest images only", 100 * near_yield, "percent", 3)
show("Its statistical error", 100 * near_error, "percent", 2)
show("Shift from farther images", 100 * image_shift, "percentage points", 2)
show("Simulated yield, 50-100 nm", 100 * shallow, "percent", 3)
show("Simulated yield, 100-150 nm", 100 * deep, "percent", 3)
show("Simulated yield with doubled u", 100 * double_yield, "percent", 3)
show("Its statistical error", 100 * double_error, "percent", 2)
show("Fitted exponent of u", exponent, "", 3)
show("Misalignment tested", tilt_angle, "degree")
show("Simulated misaligned yield", 100 * tilt_yield, "percent", 3)
show("Its statistical error", 100 * tilt_error, "percent", 2)
show("Debye temperature matched to u at 300 K", theta, "K", 3)
show("Vibration amplitude at 600 K", u_hot, "angstrom", 3)
show("Leading yield at 600 K", 100 * chi_hot, "percent", 3)
show("Leading yield for u = 0.083 angstrom", 100 * chi_u_high, "percent", 3)
show("Rough electronic stopping power", stopping, "eV/nm", 3)
show("Electronic transverse energy gain, 100 nm", electron_gain, "eV", 2)
show("Critical transverse energy", critical_energy, "eV", 3)
print("verified")
```

Output:

```
Lattice parameter a: 5.431 angstrom
Row spacing from explicit crystal: 3.84 angstrom
Row spacing d used: 3.84 angstrom
Vibration amplitude u: 0.078 angstrom
Atomic density N: 0.04994 angstrom^-3
Area per row: 5.214 angstrom^2
Radius r0 of area per row: 1.288 angstrom
u squared: 0.006084 angstrom^2
N d u^2: 0.001167 (dimensionless)
Barrett coefficient: 18.8
Leading minimum yield: 0.02193 (fraction)
Leading minimum yield: 2.19 percent
Continuum coefficient 2 pi: 6.28
Continuum yield, formula: 0.733 percent
Continuum yield, quadrature: 0.739 percent
Helium energy: 2 MeV
Screening length: 0.194 angstrom
Characteristic angle psi_1: 0.587 degree
Half-angle psi_half: 0.508 degree
zeta: 5.04
Full Barrett factor: 1.02
Full Barrett yield: 2.24 percent
Simulated random yield, ring average: 0.993 (fraction)
Its statistical error: 0.0084 (fraction)
Yield at one fixed 8 degree tilt: 1.17 (fraction)
Its statistical error: 0.011 (fraction)
Its angle to a {335} plane: 0.095 degree
Transverse energy to that plane: 5.5 eV
Planar barrier, first harmonic: 7 eV
Simulated aligned yield, 50-150 nm: 1.93 percent
Its statistical error: 0.2 percent
Simulated coefficient, yield/(N d u^2): 16.6
Yield with nearest images only: 2.19 percent
Its statistical error: 0.24 percent
Shift from farther images: -0.25 percentage points
Simulated yield, 50-100 nm: 1.93 percent
Simulated yield, 100-150 nm: 1.93 percent
Simulated yield with doubled u: 6.21 percent
Its statistical error: 0.48 percent
Fitted exponent of u: 1.51
Misalignment tested: 0.3 degree
Simulated misaligned yield: 3.59 percent
Its statistical error: 0.43 percent
Debye temperature matched to u at 300 K: 526 K
Vibration amplitude at 600 K: 0.107 angstrom
Leading yield at 600 K: 4.14 percent
Leading yield for u = 0.083 angstrom: 2.48 percent
Rough electronic stopping power: 250 eV/nm
Electronic transverse energy gain, 100 nm: 3.4 eV
Critical transverse energy: 157 eV
verified
```
